# The Aliased Spectrum of a Sampled, Exponentially Correlated Line Edge, part 1

(Sections cited here and not found follow in the second part.)

## I. The spectrum of the readings

When a roughness spectrum is computed from edge positions read at regular points along a resist line, a decision has to be made about its high-frequency end. The spectrum flattens there at a level above zero, and reading noise that is uncorrelated from point to point also produces a flat level. If the flat end is noise, it may be subtracted before the roughness is quoted. If it comes from the edge, the subtraction removes real roughness. For an edge with a roughness of 1 nm and a correlation length of 20 nm, read every 8 nm without any noise, subtracting the end level would lower the roughness to 0.90 nm. The result below gives that level.

### Assumptions and conventions

Let $x(y)$ be the displacement of the edge from its mean line at position $y$ along the line. The following is assumed.

**A1.** The edge is statistically stationary with zero mean, and its autocovariance is

$$R(y)=\langle x(y_0)\,x(y_0+y)\rangle=s^2e^{-|y|/L}.$$

Here $s$ is the 1-sigma roughness and $L$ is the correlation length, the distance over which the covariance falls by a factor $e$.

**A2.** The edge is read at the points $y=nd$ with integer $n$. Each reading is the value at a point, without averaging over neighbouring positions.

**A3.** The readings carry no noise.

**A4.** The record is infinitely long.

The second half relaxes A2, A3 and A4 and gives one example of a different covariance. No assumption is made about the probability distribution of $x$, because a spectrum depends on second moments alone.

Frequencies $f$ are in cycles per unit length. Spectra are two-sided: positive and negative frequencies each carry half of the variance. A one-sided density would double every spectrum below and leave all ratios unchanged. Routines that return one-sided periodograms commonly leave the values at zero frequency and, for an even number of readings, at the Nyquist frequency undoubled, so the convention has to be checked before a Nyquist value is compared. The spectrum of the continuous edge is

$$P(f)=\int_{-\infty}^{\infty}R(y)\,e^{-2\pi ify}\,dy .$$

With $R_m=R(md)$, the spectrum of the readings is

$$P_d(f)=d\sum_{m=-\infty}^{\infty}R_m\,e^{-2\pi ifmd}. \tag{1}$$

This is the integral for $P$ replaced by a sum with step $d$. The prefactor $d$ also gives the correct variance. To see this, integrate (1) over the band $|f|\le f_N$, where $f_N=1/(2d)$ is the Nyquist frequency. The sum converges absolutely, so it may be integrated term by term. For $m\ne0$,

$$\int_{-f_N}^{f_N}e^{-2\pi ifmd}\,df=\frac{\sin(\pi m)}{\pi md}=0,$$

while for $m=0$ the integral is $2f_N=1/d$. Hence

$$\int_{-f_N}^{f_N}P_d(f)\,df=d\,R_0\,\frac1d=s^2. \tag{2}$$

Adding $1/d$ to $f$ multiplies each exponential in (1) by $e^{-2\pi im}=1$. So $P_d$ has period $1/d$, and the band $|f|\le f_N$ contains all its information. Since $R_{-m}=R_m$, it is also even in $f$.

### Lemma 1: the continuous spectrum

*Under A1,*

$$P(f)=\frac{2s^2L}{1+(2\pi fL)^2}. \tag{3}$$

*Proof.* Write $\omega=2\pi f$ and split the integral at $y=0$, where $|y|$ changes its form:

$$P=s^2\int_0^\infty e^{-(1/L+i\omega)y}dy+s^2\int_{-\infty}^0e^{(1/L-i\omega)y}dy.$$

Each exponential vanishes at its infinite end, so

$$P=\frac{s^2L}{1+i\omega L}+\frac{s^2L}{1-i\omega L}
=s^2L\,\frac{(1-i\omega L)+(1+i\omega L)}{1+\omega^2L^2},$$

and the numerator of the last fraction is 2. $\square$

The spectrum is level at $2s^2L$ for low frequencies and has fallen to half of that at the knee $f=1/(2\pi L)$. Far above the knee the 1 in the denominator is negligible, and

$$P(f)\approx\frac{s^2}{2\pi^2Lf^2}. \tag{4}$$

This tail has no upper end. Its origin is the kink of $R(y)$ at $y=0$. The mean square difference between two points a distance $h$ apart is

$$\langle[x(y+h)-x(y)]^2\rangle=2R(0)-2R(h)=2s^2(1-e^{-h/L}),$$

which is about $2s^2h/L$ for $h\ll L$. Dividing by $h^2$ gives a mean square slope $2s^2/(Lh)$, which grows without limit as $h\to0$. The model edge has structure at every scale, so for every spacing $d$ some of its variance lies above $f_N$.

### Theorem 1: the sampled spectrum

*Under A1 to A4,*

$$P_d(f)=s^2d\,\frac{\sinh(d/L)}{\cosh(d/L)-\cos(2\pi fd)}. \tag{5}$$

*Proof.* Put $u=d/L$, $a=e^{-u}$, $\theta=2\pi fd$ and $z=ae^{-i\theta}$. Then $R_m=s^2a^{|m|}$. The terms of (1) with $m\ge1$ are $s^2z^m$, and those with $m\le-1$ are their complex conjugates. Because $|z|=a<1$, both geometric series converge:

$$\frac{P_d}{s^2d}=1+\frac{z}{1-z}+\frac{\bar z}{1-\bar z}.$$

Over the common denominator $(1-z)(1-\bar z)$ the numerator is

$$(1-z-\bar z+z\bar z)+(z-z\bar z)+(\bar z-z\bar z)=1-z\bar z=1-a^2.$$

The denominator is $1-(z+\bar z)+z\bar z=1-2a\cos\theta+a^2$. Therefore

$$P_d=s^2d\,\frac{1-a^2}{1-2a\cos\theta+a^2}. \tag{6}$$

Divide numerator and denominator by $2a$. The numerator becomes $(a^{-1}-a)/2=(e^u-e^{-u})/2=\sinh u$. The denominator becomes $(a^{-1}+a)/2-\cos\theta=\cosh u-\cos\theta$. $\square$

**Dense readings.** Hold $f$ and $L$ fixed and let $d\to0$. Then $\sinh u\approx u$ and $\cosh u-\cos\theta\approx(u^2+\theta^2)/2$. With $\theta=2\pi fL\,u$,

$$P_d\to\frac{2s^2d\,u}{u^2[1+(2\pi fL)^2]}=\frac{2s^2L}{1+(2\pi fL)^2},$$

because $d/u=L$. The continuous spectrum is recovered at each fixed frequency.

**Sparse readings.** For $d\gg L$, $\sinh u$ and $\cosh u$ both approach $e^u/2$, and the cosine is negligible beside them. Then $P_d\to s^2d$ at all frequencies. Neighbouring readings are uncorrelated, and from second moments the edge cannot be told from white noise of variance $s^2$.

### Theorem 2: the ends of the band

*The sampled spectrum falls steadily from $f=0$ to $f=f_N$. Its end values are*

$$P_d(0)=s^2d\coth\frac{d}{2L},\qquad P_d(f_N)=s^2d\tanh\frac{d}{2L}>0, \tag{7}$$

*and its slope vanishes at $f_N$.*

*Proof.* At $f=0$ the cosine in (5) is 1. At $f_N$ its argument is $2\pi d/(2d)=\pi$, so it is $-1$. The half-argument identities are

$$\sinh u=2\sinh\tfrac u2\cosh\tfrac u2,\quad \cosh u-1=2\sinh^2\tfrac u2,\quad \cosh u+1=2\cosh^2\tfrac u2 .$$

Dividing the first by the second gives $\coth(u/2)$, and dividing it by the third gives $\tanh(u/2)$. For the slope, differentiate (5):

$$\frac{dP_d}{df}=-\,s^2d\,\frac{2\pi d\,\sinh u\,\sin(2\pi fd)}{[\cosh u-\cos(2\pi fd)]^2}.$$

The sine is positive for $0<f<f_N$ and zero at $f_N$. $\square$

The two end values have the ratio $P_d(f_N)/P_d(0)=\tanh^2(d/2L)$. For $d\ll L$, $\tanh(u/2)\approx u/2$ and

$$P_d(f_N)\approx\frac{s^2d^2}{2L}. \tag{8}$$

At fixed $L$ the Nyquist level thus falls as the square of the spacing. It is above zero for every nonzero $d$, but it has no nonzero limit.

The vanishing slope is not special to the exponential covariance. Any even spectrum of period $1/d$ satisfies

$$P_d(f_N+\delta)=P_d(f_N+\delta-2f_N)=P_d(-f_N+\delta)=P_d(f_N-\delta),$$

where the first step uses the period $2f_N=1/d$ and the last uses evenness. If such a spectrum is differentiable at $f_N$, it is level there. A zero slope at $f_N$ is therefore a consequence of reading at discrete points and is by itself no evidence of noise. The width of the flat part does carry information. By (5), $P_d(f)/P_d(f_N)=(\cosh u+1)/(\cosh u-\cos\theta)$, which for $d\ll L$ is close to $1/\sin^2(\theta/2)$ in the upper part of the band. The noiseless spectrum is thus within 10 percent of its end level over only about the top fifth of the band. A floor that extends much further at $d\ll L$ is not explained by sampling an exponential edge.

### A second route: what a new reading adds

The Nyquist level can also be understood from the part of each reading that the previous one does not predict. Define $e_n=x_{n+1}-a\,x_n$, where $x_n=x(nd)$. Multiplying out the product gives

$$\langle e_ne_{n+m}\rangle=(1+a^2)R_m-aR_{m-1}-aR_{m+1}. \tag{9}$$

For $m\ge1$ the right side is $s^2a^m[(1+a^2)-1-a^2]=0$, and by symmetry it is zero for $m\le-1$. For $m=0$ it is $s^2(1+a^2-2a^2)=s^2(1-a^2)$. The new parts $e_n$ are therefore uncorrelated with one another.

Multiply (9) by $d\,e^{-im\theta}$ and sum over $m$. A shift of the index in $R_{m\mp1}$ gives a factor $e^{\mp i\theta}$, so

$$(1+a^2-ae^{-i\theta}-ae^{i\theta})\,P_d=s^2d\,(1-a^2),$$

which is (6) again. The new parts have a white spectrum of height $s^2d(1-a^2)$. The correlation between readings divides it by $(1-a)^2$ at $f=0$ and by $(1+a)^2$ at Nyquist, where the wave alternates in sign from one reading to the next. Since $a<1$, the height is positive and the second divisor is below 4, so the Nyquist level is above zero for every finite $L$. It tends to zero as $a\to1$, because the height does. The level is $s^2d(1-a)/(1+a)$, which equals $s^2d\tanh(u/2)$ after numerator and denominator are multiplied by $e^{u/2}$.

### Lemma 2: folding

*The sampled spectrum is the sum of shifted copies of the continuous one:*

$$P_d(f)=\sum_{k=-\infty}^{\infty}P(f+k/d). \tag{10}$$

*Proof.* Call the right side $Q(f)$. By (3), each term is below $s^2/[2\pi^2L(f+k/d)^2]$ for $f+k/d\neq0$. For $f$ in the band and $|k|\ge1$, these bounds fall as $1/k^2$, so the series converges uniformly to a continuous function of period $1/d$. The inverse Fourier transform gives

$$R_m=\int_{-\infty}^\infty P(\nu)e^{2\pi i\nu md}\,d\nu .$$

Cut the $\nu$ axis into bands of width $1/d$ and write $\nu=f+k/d$ with $|f|\le f_N$. The exponential becomes $e^{2\pi ifmd}e^{2\pi ikm}=e^{2\pi ifmd}$, the same in every band. Adding the bands gives

$$R_m=\int_{-f_N}^{f_N}Q(f)\,e^{2\pi ifmd}\,df .$$

By the orthogonality used for (2), $P_d$ satisfies the same equation for every $m$. Two continuous functions of period $1/d$ with the same Fourier coefficients are equal. $\square$

Waves of frequency $f$ and $f+k/d$ take the same values at all points $nd$, so the readings cannot separate them, and their power is added. Every term in (10) is positive. It follows that $P_d(f)>P(f)$ at every frequency in the band.

### Worked example

Take $s=1$ nm, $L=20$ nm and $d=8$ nm. Then $d/L=0.4$ and $f_N=0.0625$ nm⁻¹, with $\sinh0.4=0.41075$ and $\cosh0.4=1.08107$. The numerator of (5) is $8\times0.41075=3.286$ nm³. At Nyquist,

$$P_d(f_N)=\frac{3.286}{1.08107+1}=1.579\ \mathrm{nm^3}.$$

The continuous spectrum has the value 0.638 nm³ there. Across the band:

| $f$ (nm⁻¹) | $P$ (nm³) | $P_d$ (nm³) | $P_d/P$ |
|---|---|---|---|
| 0 | 40.00 | 40.53 | 1.013 |
| 0.00796 | 20.00 | 20.54 | 1.027 |
| 0.02 | 5.47 | 6.03 | 1.102 |
| 0.04 | 1.52 | 2.18 | 1.432 |
| 0.0625 | 0.638 | 1.579 | 2.474 |

The second row is the knee. Between the last two rows the continuous spectrum falls by a factor 2.39 and the sampled one by a factor 1.38. This is the flattening that invites a subtraction.

## II. Excess, variance and noise

The second half uses the following symbols and results. An edge of roughness $s$ and correlation length $L$ is read at spacing $d$, with $u=d/L$, $a=e^{-u}$, $\theta=2\pi fd$, $z=ae^{-i\theta}$ and $f_N=1/(2d)$. The covariances of the readings are $R_m=s^2a^{|m|}$. The two-sided continuous and sampled spectra are

$$P(f)=\frac{2s^2L}{1+(2\pi fL)^2},\qquad P_d(f)=s^2d\,\frac{\sinh u}{\cosh u-\cos\theta}=\sum_kP(f+k/d).$$

The integral of $P_d$ over $|f|\le f_N$ is $s^2$, and $P_d(f_N)=s^2d\tanh(u/2)$. The example has $s=1$ nm, $L=20$ nm and $d=8$ nm.

### Theorem 3: the excess at Nyquist

A nonzero value at Nyquist does not by itself show aliasing, since $P(f_N)$ is nonzero too. Aliasing appears in the ratio of the two.

*For every $u>0$,*

$$\frac{P_d(f_N)}{P(f_N)}=\frac{(u^2+\pi^2)\tanh(u/2)}{2u}>\frac{\pi^2}{4}, \tag{11}$$

*and the ratio grows with $u$.*

*Proof.* Since $2\pi f_NL=\pi L/d=\pi/u$,

$$P(f_N)=\frac{2s^2L}{1+\pi^2/u^2}=\frac{2s^2Lu^2}{u^2+\pi^2}.$$

Dividing $s^2d\tanh(u/2)$ by this and using $d=uL$ gives the equality in (11). As $u\to0$, $\tanh(u/2)/u\to1/2$, and the ratio tends to $\pi^2/4$.

To show that it grows, use the folded sum. The shifted frequencies are $f_N+k/d=(2k+1)f_N$, and at such a frequency $P=2s^2Lu^2/[u^2+(2k+1)^2\pi^2]$. The indices $k$ and $-k-1$ give opposite odd numbers and hence equal terms. Pairing them,

$$\frac{P_d(f_N)}{P(f_N)}=2\sum_{j=0}^\infty\frac{u^2+\pi^2}{u^2+(2j+1)^2\pi^2}.$$

The term $j=0$ is 1. For $j\ge1$, with $q=u^2$ and $c=2j+1$,

$$\frac{d}{dq}\,\frac{q+\pi^2}{q+c^2\pi^2}=\frac{(c^2-1)\pi^2}{(q+c^2\pi^2)^2}>0 .$$

All remaining terms grow with $u$, and so does their sum. It therefore stays above its limit at $u\to0$. $\square$

The leading factor of 2 has a simple meaning. At Nyquist the frequencies $f_N$ and $-f_N$ differ by $1/d$, so they coincide in the readings and contribute equally. Frequencies $\pm3f_N,\pm5f_N,\dots$ supply the rest.

In the example $\pi^2/4=2.4674$, hence $\pi^2=9.8696$. With $\tanh0.2=0.19738$ the ratio is $(0.16+9.8696)\times0.19738/0.8=2.47$, as in the table of the first half.

Closer readings do not remove this relative excess, because each spacing has its own Nyquist frequency. They do remove the excess at a fixed frequency. At fixed $f$ and small $d$, the terms with $k\ne0$ lie in the tail of $P$, where $P(k/d)\approx s^2d^2/(2\pi^2Lk^2)$. With $\sum_{k\ge1}1/k^2=\pi^2/6$, counted for both signs of $k$,

$$P_d(f)-P(f)\approx\frac{s^2d^2}{2\pi^2L}\cdot2\cdot\frac{\pi^2}{6}=\frac{s^2d^2}{6L}, \tag{12}$$

valid for $d\ll L$ and $|f|\ll1/d$. The example gives $64/120=0.53$ nm³. The differences between the two spectra are 0.532 nm³ at $f=0$ and 0.536 nm³ at the knee. At low frequency aliasing thus adds a nearly constant background, here about 1.3 percent of the continuous value at $f=0$. The background rises towards Nyquist, where it is 0.94 nm³.

For ideal point readings of an edge with exponential covariance, the spectrum ends at a nonzero Nyquist level without any noise, and this level is always more than $\pi^2/4$ times the continuous spectrum there. It remains to find how much variance is folded into the band, what is lost when the level is mistaken for noise, and how a finite record, averaged readings or a smoother edge change the result.
